# Retrograde solubility in a crystal in equilibrium with its melt, part 2

A crystal of solvent A holding a little solute B coexists with an A–B melt. Its solubility is retrograde if the solidus has a smooth maximum between the eutectic and the melting point $\tau_A$ of A. Where is that maximum, how high is it, and is it reached?

Energies are in hartree (Ha), $k_B=1$, $\tau=k_BT$, $\beta=1/\tau$, $\beta_A=1/\tau_A$, and pressure is fixed. $x$ is the mole fraction of B and $g=h-\tau s$ the Gibbs energy per atom; $s,l$ label solid and liquid, and a prime is $\partial/\partial x$ at fixed $\tau$. The chemical potentials obey

$$\mu_A=g-xg',\qquad \mu_B=g+(1-x)g'. \tag{1}$$

$$\frac{\partial\mu_A}{\partial x}=g'-g'-xg''=-xg'',\qquad \frac{\partial\mu_B}{\partial x}=g'-g'+(1-x)g''=(1-x)g''. \tag{2}$$

Rule (1) applied to $h$ and $s$ gives the partial $h_i$ and $s_i$. At coexistence $\mu_i^s=\mu_i^l$ (common tangent at $x_s$, $x_l$). With $L=h_A^l-h_A^s$ and $\Delta H=h_B^s-h_B^l$,

$$g_s''\,(x_l-x_s)\frac{dx_s}{d\tau}=\frac{x_l\,\Delta H-(1-x_l)L}{\tau}. \tag{3}$$

The numerator is $Q$, the heat absorbed when one atom's worth of melt dissolves into the crystal. The solidus turns when $Q=0$:

$$x_l\,\Delta H=(1-x_l)\,L. \tag{5}$$

The model has an ideal liquid, a dilute solid, constant $L$, $\Delta H$ and solute entropy $\Delta S$, and the pure liquids as zeros of $g$. With $m=x\ln x+(1-x)\ln(1-x)$,

$$g_l=\tau m,\qquad g_s=\tau m-(1-x)L\left(1-\frac{\tau}{\tau_A}\right)+x(\Delta H-\tau\Delta S). \tag{6}$$

With $a=e^{-L(\beta-\beta_A)}$ and $K=x_s/x_l=e^{\Delta S-\beta\Delta H}$, equal to $K_0$ at $\tau_A$,

$$x_l=\frac{1-a}{1-aK},\qquad x_s=\frac{K(1-a)}{1-aK}. \tag{7}$$

$$\frac{d\ln x_s}{d\tau}=\frac{\Delta H}{\tau^2}+\frac{d\ln x_l}{d\tau}. \tag{8}$$

$$\frac{d\ln x_l}{d\tau}=\frac{(1-x_l)\,[x_s\Delta H-(1-x_s)L]}{\tau^2(x_l-x_s)}. \tag{9}$$

Near $\tau_A$, with $\delta=\tau_A-\tau$, $d\ln x_l/d\tau\approx-1/\delta$.

The example, roughly gold in silicon, has $\tau_A=0.00534$ Ha, $\beta_A=187.266$ Ha$^{-1}$, $L=0.0191$ Ha, $\Delta H=0.0700$ Ha, $\Delta S=2.5$ and $K_0=2.4702\times10^{-5}$. A star marks values at the maximum.

## Position and height of the maximum

With constant enthalpies (5) is solved at once:

$$x_l^*=\frac{L}{L+\Delta H}. \tag{11}$$

The maximum is unique under a mild condition. For $\Delta H>0$, $K$ decreases on cooling, so $x_s=Kx_l<K\le K_0$. If $K_0<L/(L+\Delta H)$, then $x_s(L+\Delta H)<L$, the bracket in (9) is negative, and $x_l$ rises monotonically on cooling. $Q=x_l(L+\Delta H)-L$ then rises monotonically too and crosses zero at most once, from negative above $\tau^*$ to positive below. A slope $dx_s/d\tau$ that is positive below $\tau^*$ and negative above it marks a maximum.

To find the temperature, set (7) equal to (11): $(1-a)(L+\Delta H)=L-aKL$, so $\Delta H=a\,[\Delta H+L(1-K)]$. With $r=L/\Delta H$ this is $1/a^*=1+r(1-K^*)$, and the definition of $a$ gives $\beta^*-\beta_A=\ln[1+r(1-K^*)]/L$. For $K^*\ll1$,

$$\beta^*=\beta_A+\frac{\ln(1+r)}{L}. \tag{12}$$

The partition coefficient there is $K^*=K_0e^{-\Delta H(\beta^*-\beta_A)}=K_0e^{-\ln(1+r)/r}=K_0(1+r)^{-1/r}$, and (11) reads $x_l^*=r/(1+r)$, so

$$x_{\max}=K_0\,(1+r)^{-1/r}\,\frac{r}{1+r}. \tag{13}$$

The entropy $\Delta S$ is absent from (11) and (12). It scales the height of the curve through $K_0$ and, up to corrections of relative order $K$, leaves the position alone. A tiny solubility and a retrograde shape are therefore separate properties, although a large $\Delta H$ promotes both.

In the example $r=0.0191/0.0700=0.27286$ and $x_l^*=0.27286/1.27286=0.21437$. With $\ln(1+r)=0.24126$, the shift is $0.24126/0.0191\approx12.63$ Ha$^{-1}$, so $\beta^*=187.266+12.6315=199.898$ Ha$^{-1}$ and $\tau^*=0.005003$ Ha, or 1579.7 K, which is 106.6 K below the melting point. Further, $(1+r)^{-1/r}=0.41304$, $K^*=2.4702\times10^{-5}\times0.41304=1.0203\times10^{-5}$, and $x_{\max}=1.0203\times10^{-5}\times0.21437=2.1872\times10^{-6}$. A direct numerical maximization of the common-tangent $x_s(\tau)$ gives the same values. For a diamond lattice with eight atoms in a cube of chosen edge 10.26 bohr, the site density is $8/10.26^3=7.4071\times10^{-3}$ bohr$^{-3}$, and the peak concentration is $2.1872\times10^{-6}\times7.4071\times10^{-3}=1.620\times10^{-8}$ bohr$^{-3}$, or $1.093\times10^{17}$ cm$^{-3}$. This is the rough size known for gold in silicon, but the inputs were chosen in that range, so it is no prediction.

For large $\Delta H$, $r\to0$. The bounds and limits that follow are those of the dilute formulas (12) and (13), which leave out corrections of relative order $K_0$. The alternating series $\ln(1+r)=r-r^2/2+\dots$ brackets the shift (12),

$$\frac{1}{\Delta H}-\frac{L}{2\Delta H^2}<\beta^*-\beta_A<\frac{1}{\Delta H},$$

so $\beta^*-\beta_A\to1/\Delta H$. Since $\tau_A-\tau^*=\tau_A\tau^*(\beta^*-\beta_A)$, and $\tau^*\to\tau_A$ when $\Delta H\gg\tau_A$, the distance from the melting point tends to $\tau_A^2/\Delta H$. This is the balance $1/\delta=\Delta H/\tau_A^2$ of the two rates in (8). $L$ has dropped out, because the prefactor of a linear function does not affect its logarithmic derivative. Also $\ln(1+r)/r\to1$, so $K^*\to K_0/e$ and $x_{\max}\to K_0r/e$.

The limit is approached slowly. For the example $\tau_A^2/\Delta H=4.0737\times10^{-4}$ Ha (128.6 K) against the true $3.3744\times10^{-4}$ Ha (106.6 K). Both neglected factors, $\tau^*/\tau_A$ and $\ln(1+r)/r$, are below 1, so the estimate is always too large. Doubling $\Delta H$ twice, with $\Delta S$ adjusted to keep $K_0$ fixed, the numerical maxima are as follows.

| $\Delta H$ (Ha) | $T^*$ (K) | $x_l^*$ | $\beta^*-\beta_A$ | $1/\Delta H$ |
|---|---|---|---|---|
| 0.07 | 1579.7 | 0.21437 | 12.6315 | 14.2857 |
| 0.14 | 1628.0 | 0.12005 | 6.6958 | 7.1429 |
| 0.28 | 1655.7 | 0.06386 | 3.4549 | 3.5714 |

The last two columns are in Ha$^{-1}$. The peak heights are $2.1872\times10^{-6}$, $1.1614\times10^{-6}$ and $5.9956\times10^{-7}$, against the limiting $K_0r/e$ of $2.4796\times10^{-6}$, $1.2398\times10^{-6}$ and $6.1990\times10^{-7}$. In the opposite limit of small positive $\Delta H$, again at fixed $K_0\ll1$, (11) sends $x_l^*$ toward 1, so the turning point retreats to the far end of the liquidus.

## The eutectic decides whether the maximum is reached

The liquidus can be followed only until another solid becomes stable. Let that solid be pure B, with no dissolved A, melting at $\tau_B$ with constant heat of fusion $L_B$, so that $g_B=-L_B(1-\tau/\tau_B)$ relative to liquid B. It appears when $\mu_B$ on the coexistence line, $\tau\ln x_l$, rises to $g_B$:

$$x_l(\tau_e)=x_e=e^{-L_B(\beta_e-\beta_B)} .$$

With chosen, roughly gold-like values $\tau_B=0.00424$ Ha (1338.9 K) and $L_B=0.0048$ Ha, the root is $\tau_e=0.003608$ Ha (1139.5 K), $x_e=0.82027$, $x_s=3.7578\times10^{-8}$. The same point was found independently as the temperature at which the curve $g_l$ first touches the tangent from the solid solution to pure B. The real gold–silicon eutectic lies far lower, at about 636 K. Attraction between unlike atoms, which the ideal liquid omits, stabilizes a melt and lowers its eutectic temperature. The same attraction changes the liquidus and the partial enthalpies at higher temperature, and with them the position and height of the maximum, so the numbers of the example belong to the ideal melt and not to gold in silicon.

Below $\tau_e$ the crystal coexists with solid B. Setting $\mu_B^s=\tau\ln x+\Delta H-\tau\Delta S$ equal to $g_B$ and dividing by $\tau$,

$$\ln x=\Delta S+L_B\beta_B-\beta(\Delta H+L_B),\qquad \frac{d\ln x}{d\tau}=\frac{\Delta H+L_B}{\tau^2}>0 .$$

Here $\Delta H+L_B=0.0748$ Ha and $\Delta S+L_B\beta_B=3.6321$. At $\tau=0.0034$ Ha (1073.6 K) this gives $x=e^{3.6321-0.0748/0.0034}=1.0542\times10^{-8}$ with slope 6470.6 Ha$^{-1}$, and at 0.0030 Ha (947.3 K) it gives $5.6102\times10^{-10}$ with slope 8311.1 Ha$^{-1}$. The solvus has no negative term because its reservoir contains no solvent atoms that release heat on joining the crystal. The enthalpy of solution from solid B, $\Delta H+L_B$, governs the solvus. The one that belongs in (5) is $\Delta H$, measured from the liquid, and exchanging the two misplaces the maximum.

Since $x_l$ rises monotonically from 0 to $x_e$, the value $x_l^*$ is passed above the eutectic if and only if $x_e>L/(L+\Delta H)$. Multiplying out, $x_e\Delta H>L(1-x_e)$:

$$\Delta H>\Delta H_c=L\,\frac{1-x_e}{x_e}. \tag{14}$$

Strictly, $x_e$ depends on $\Delta H$ through the factor $1-aK$ in (7). The dependence is of order $K$, and it vanishes if $\Delta H$ is varied at fixed $K(\tau_e)$.

In the example $\Delta H_c=0.0191\times(1-0.82027)/0.82027=0.004185$ Ha. The finite-difference slope of the solidus at $\tau_e$ changes sign at this value when $\Delta H$ is varied at fixed $K(\tau_e)$. The threshold is small: the chosen $\Delta H$ exceeds it by a factor 16.73, and it is well below $L$. Condition (14) itself therefore does not demand a large solution enthalpy: with a solute-rich eutectic a modest enthalpy already produces a maximum above $\tau_e$, provided the solid stays dilute. That proviso matters. Holding $K(\tau_e)$ at $4.5812\times10^{-8}$ with $\Delta H=\Delta H_c$ requires $\Delta S=\ln K(\tau_e)+\Delta H_c/\tau_e\approx-16.90+1.16\approx-15.7$, whereas $\Delta S=2.5$ with the same enthalpy would give $K(\tau_e)=e^{2.5-1.16}>1$, outside the model. A large enthalpy moves the maximum up to within about $\tau_A^2/\Delta H$ of the melting point, where by (14) only a eutectic with $x_e<L/(L+\Delta H)$ can intercept it, and it makes the fall below the maximum steep.

Interception is possible. Suppose a high-melting compound cuts the liquidus at a chosen $x_e=0.10$, and keep the same $\Delta H$ and $\Delta S$ for comparison. The liquidus reaches that composition at $\tau=0.005187$ Ha (1638.0 K), above $\tau^*$. Now $\Delta H_c=0.0191\times0.90/0.10=0.1719$ Ha, more than the 0.0700 Ha available. The slope $d\ln x_s/d\tau$ there is $-3787.2$ Ha$^{-1}$, so the solubility, $1.6790\times10^{-6}$, is still rising on cooling when the liquid disappears. The smooth maximum lies on the metastable extension of the solidus.

Below such a eutectic the second phase is a compound of fixed composition $x_c$, with $g_c=(1-x_c)\mu_A^s+x_c\mu_B^s$ at coexistence. Differentiating this with (2) gives $-s_c\,d\tau=-[(1-x_c)s_A^s+x_cs_B^s]\,d\tau+g_s''(x_c-x_s)\,dx_s$. The coexistence condition again converts the entropy difference into an enthalpy difference divided by $\tau$, so $g_s''(x_c-x_s)\,dx_s/d\tau=[(1-x_c)h_A^s+x_ch_B^s-h_c]/\tau$. When dissolving the compound in the crystal is endothermic, the solvus falls on cooling and the largest solubility sits at the ordinary corner.

## Melting on cooling

An alloy of overall composition $x_0$ between $x_s(\tau_e)$ and $x_{\max}$ crosses the solidus twice. For $x_0=10^{-6}$ the equation $x_s(\tau)=x_0$, solved numerically on each side of $\tau^*$, has roots at 0.005267 Ha (1663.1 K) and 0.004484 Ha (1415.8 K). On cooling, the last liquid vanishes at the upper root and the alloy is a single solid solution down to the lower root. Below it the crystal is supersaturated, and above $\tau_e$ the only phase that can take the excess is the liquid. Conservation of B, $x_0=(1-f)x_s+fx_l$, gives the liquid fraction $f=(x_0-x_s)/(x_l-x_s)$. Just above the eutectic,

$$f=\frac{10^{-6}-3.7578\times10^{-8}}{0.82027-3.7578\times10^{-8}}=1.1733\times10^{-6}.$$

The amount is minute and metal-rich. No law is violated. By (3), on the retrograde branch $Q>0$, so expelling melt from the crystal releases heat, which is the direction favoured by cooling. The heat of melting the solvent atoms in the droplet is more than repaid by removing solute atoms from sites that cost $\Delta H$. These are equilibrium statements for flat interfaces. A real crystal needs diffusion and nucleation to form the droplets, and fast cooling leaves it supersaturated.

## Where the model fails and what survives

Equations (11) to (14) need constant $L$ and $\Delta H$, while (3) and (5) need only the local partial enthalpies. To see the difference, add $(\Omega_h-\tau\Omega_s)\,x(1-x)$ to $g_l$, add $Wx^2$ to $g_s$, rename the constants of (6) $L_0$ and $\Delta H_0$, and give the solvent a heat-capacity difference $\Delta c$, so that its Gibbs energy of fusion is $L_0(1-\tau/\tau_A)+\Delta c\,[\tau-\tau_A-\tau\ln(\tau/\tau_A)]$. The enthalpy is $h=g-\tau\,\partial g/\partial\tau$. The derivative of the square bracket is $-\ln(\tau/\tau_A)$, so its enthalpy part is $\tau-\tau_A$. Thus $h_l=\Omega_hx(1-x)$ and $h_s=-(1-x)[L_0+\Delta c(\tau-\tau_A)]+x\Delta H_0+Wx^2$. Rule (1) applied to $x(1-x)$ gives $x(1-x)-x(1-2x)=x^2$ for A and $(1-x)[x+1-2x]=(1-x)^2$ for B. Applied to $x^2$ it gives $-x^2$ for A and $x^2+2x(1-x)=2x-x^2$ for B. Therefore

$$\Delta H=\Delta H_0+W(2x_s-x_s^2)-\Omega_h(1-x_l)^2,$$
$$L=L_0+\Delta c\,(\tau-\tau_A)+Wx_s^2+\Omega_hx_l^2 .$$

For chosen values $\Delta H_0=0.030$, $W=0.002$, $\Omega_h=-0.010$ Ha, $\Delta S=2.0$, $\Omega_s=-0.5$, $\Delta c=0.4$, and the same solvent, the numerical maximum of the common-tangent $x_s$ and the zero of $Q$ both fall at $\tau^*=0.004559$ Ha, with $x_{\max}=1.6574\times10^{-3}$ and $x_l^*=0.33911$. The constant-enthalpy value $L_0/(L_0+\Delta H_0)$ is 0.38900. An attractive melt, $\Omega_h<0$, binds the solute and so raises $\Delta H$, and it lowers $L$. At fixed $\Delta H_0$ both changes bring the turning point to a more dilute liquid. The comparison depends on what is held fixed: for $W=\Delta c=0$ and $\Delta H_\infty=\Delta H_0-\Omega_h$, the enthalpy at infinite dilution of the melt, $Q=x_l\Delta H_\infty-(1-x_l)L_0+\Omega_hx_l^2$, so at fixed $\Delta H_\infty$ attraction moves the turning point to a richer liquid.

Other features of real metals in silicon fit into the constants. If an interstitial solute has $z$ equivalent sites per host atom, its dilute chemical potential contains $\tau\ln(x/z)$, which adds $\ln z$ to $\Delta S$. Vibrational changes around the solute also enter $\Delta S$. By (11) and (12) neither moves the maximum appreciably. A charged solute is different once its concentration is no longer small against the intrinsic carrier concentration. Each dissolved atom then adds a carrier whose chemical potential also depends on $x$, Henry's law in the form $\mu_B=\tau\ln x+\text{const}$ fails, and (7) and (13) do not apply. Condition (5) still locates the maximum, provided $\Delta H$ is the partial enthalpy of the neutral atom, carrier included. Finally, a dilute solute with $K_0>1$ raises the melting point and has $x_l<x_s$. The factor $x_l-x_s$ in (3) then changes sign, the two-phase region starts above $\tau_A$, and the mechanism described here does not operate near the pure solvent. This says nothing about higher concentrations: if the solid is nonideal ($W>0$), the loop can pass through a congruent maximum, beyond which $x_l>x_s$ again and (5) can be met.

## Values computed for the example and the checks

```
k_B = 3.166812e-06 Ha/K
inputs: tau_A = 0.00534 Ha (1686.2 K), L = 0.0191 Ha, dH = 0.07 Ha, dS = 2.5 k_B
inputs: tau_B = 0.00424 Ha (1338.9 K), L_B = 0.0048 Ha, a_lat = 10.26 bohr
beta_A = 187.266 1/Ha, L/tau_A = 3.5768, dH/tau_A = 13.1086, K0 = 2.4702e-05
initial liquidus slope -dx_l/dtau = 669.83 1/Ha
tau/Ha   T/K    x_l     K          x_s        dH/tau^2  dlnx_l/dtau  sum (1/Ha)
0.005300 1673.6 0.02663 2.2375e-05 5.9595e-07   2492.0   -24850.2   -22358.2
0.005200 1642.0 0.09181 1.7357e-05 1.5935e-06   2588.8    -6987.6    -4398.8
0.005100 1610.5 0.15492 1.3330e-05 2.0651e-06   2691.3    -4005.8    -1314.6
0.005000 1578.9 0.21590 1.0130e-05 2.1871e-06   2800.0    -2774.6       25.4
0.004800 1515.7 0.33128 5.6529e-06 1.8727e-06   3038.2    -1673.4     1364.8
0.004400 1389.4 0.53426 1.5014e-06 8.0216e-07   3615.7     -860.0     2755.7
0.004000 1263.1 0.69827 3.0590e-07 2.1360e-07   4375.0     -515.8     3859.2
0.003608 1139.5 0.82027 4.5812e-08 3.7578e-08   5375.9     -321.4     5054.5
solvus: tau = 0.0034 Ha (1073.6 K), x_s = 1.0542e-08, slope = 6470.6 1/Ha
solvus: tau = 0.003 Ha (947.3 K), x_s = 5.6102e-10, slope = 8311.1 1/Ha
solvus enthalpy dH+L_B = 0.0748 Ha, prefactor ln = 3.6321
dH = 0.07 Ha: tau* = 0.005003 Ha (1579.7 K), x_l* = 0.21437, x_max = 2.1872e-06
   beta*-beta_A = 12.6315, 1/dH = 14.2857 1/Ha, K0 r/e = 2.4796e-06
dH = 0.14 Ha: tau* = 0.005156 Ha (1628.0 K), x_l* = 0.12005, x_max = 1.1614e-06
   beta*-beta_A = 6.6958, 1/dH = 7.1429 1/Ha, K0 r/e = 1.2398e-06
dH = 0.28 Ha: tau* = 0.005243 Ha (1655.7 K), x_l* = 0.06386, x_max = 5.9956e-07
   beta*-beta_A = 3.4549, 1/dH = 3.5714 1/Ha, K0 r/e = 6.1990e-07
r = 0.27286, ln(1+r) = 0.24126, (1+r)^(-1/r) = 0.41304, 1/e = 0.36788
beta* = 199.898 1/Ha, K(tau*) = 1.0203e-05
tau_A-tau* = 3.3744e-04 Ha (106.6 K); tau_A^2/dH = 4.0737e-04 Ha (128.6 K)
site density = 7.4071e-03 bohr^-3 = 4.999e+22 cm^-3
c_max = 1.620e-08 bohr^-3 = 1.093e+17 cm^-3
eutectic: tau_e = 0.003608 Ha (1139.5 K), x_e = 0.82027, x_s = 3.7578e-08
x_max/x_s(tau_e) = 58.2
threshold dH_c = 0.004185 Ha, dH/dH_c = 16.73
contrast x_e = 0.1: tau_e = 0.005187 Ha (1638.0 K), dH_c = 0.1719 Ha
   slope there = -3787.2 1/Ha, x_s = 1.6790e-06
x0 = 1e-06: solid from 0.005267 Ha (1663.1 K) to 0.004484 Ha (1415.8 K)
   liquid fraction just above tau_e = 1.1733e-06
nonideal test: dH=0.030, W=0.002, Omega_h=-0.010 Ha; dS=2.0, Omega_s=-0.5, dc=0.4 k_B
   tau* = 0.004559 Ha (max), 0.004559 Ha (bracket zero)
   x_l* = 0.33911, x_max = 1.6574e-03, L/(L+dH) = 0.38900
```
